**Cosine and uniform wall re-emission compared in equilibrium and in a trench**

For a diffuse wall without memory, detailed balance requires emitted directions with density cosθ/π per solid angle, where θ is the angle from the wall normal; the uniform density 1/(2π) violates it. The program asserts that atoms counted as they reach a wall follow the cosine law, and that chord times in a sphere agree with the derived densities and with a hit-rate ratio of 4/3. For a trench of depth-to-width ratio 10, it solves a strip-to-strip flux balance and asserts agreement with separately simulated trajectories. Without loss, the cosine law gives the open-gas flux on every strip, while the uniform law gives 1.17 on the floor and a mean of 0.42 on the side walls. With a loss probability γ = 0.05 per hit, the uniform law raises the floor flux from 0.291 to 0.610. Matching the correct floor flux with the uniform law would require γ = 0.150. The output also sizes gas collisions, wave effects, specular reflection, surface diffusion and a doubled γ.

## Numerical verification

```python
# RESULT UNDER TEST
# A memoryless diffuse wall preserves an isotropic equilibrium gas only if the
# emitted directions have density cos(theta)/pi per solid angle; the uniform
# density 1/(2 pi) does not preserve it.
# theta: angle from the inward wall normal; loss: radical loss probability per
# wall hit; aspect: trench depth / width. Trench lengths are in units of width,
# fluxes in units of the one-sided flux of the open gas above the trench.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq

rng = np.random.default_rng(2718)

# ---- inputs (rough values typical of low-pressure plasma etching) ----
width_nm, depth_nm = 50.0, 500.0
pressure_mtorr, temperature = 20.0, 350.0
radical_loss = 0.05
specular_part = 0.20
helium_diameter_nm = 0.22
adsorption_ev, hop_barrier_ev, hop_length_nm = 0.30, 0.15, 0.30
aspect = depth_nm / width_nm

# ---- ballistic counting of equilibrium atoms that reach a plane wall ----
# thermal velocity sqrt(kT/m) = 1, time interval = 1, layer height = 8
layer, samples = 8.0, 3_000_000
height = layer * rng.random(samples)
v_normal = rng.standard_normal(samples)
v_normal = v_normal[v_normal > height]
v_side = rng.standard_normal((2, v_normal.size))
speed2 = v_normal**2 + (v_side**2).sum(axis=0)
cos_hit = v_normal / np.sqrt(speed2)
flux_count = layer * v_normal.size / samples
mean_cos_hit = cos_hit.mean()
energy_hit = 0.5 * speed2.mean()
assert abs(flux_count * np.sqrt(2 * np.pi) - 1) < 0.02
assert abs(energy_hit - 2) < 0.03
for c in (0.2, 0.5, 0.8):
    # cosine law: fraction below c is c^2; uniform law would give c
    assert abs(np.mean(cos_hit < c) - c**2) < 0.01

# ---- sphere: time spent inside radius rho, from chord geometry ----
def chord_time(rho, law):
    def integrand(q):
        # substitution sin(theta) = rho sin(q) removes the endpoint root
        s = rho * np.sin(q)
        cos_t = np.sqrt(1 - s * s)
        weight = s if law == "uniform" else 2 * s * cos_t
        return weight * 2 * rho * np.cos(q) * rho * np.cos(q) / cos_t
    return quad(integrand, 0, np.pi / 2)[0]

def density_uniform(x):
    return 2 * np.arctanh(x) / x if x > 0 else 2.0

for rho in (0.3, 0.7, 0.95):
    from_density = quad(lambda x: x * x * density_uniform(x), 0, rho)[0]
    assert abs(chord_time(rho, "uniform") - from_density) < 1e-8
    assert abs(chord_time(rho, "cosine") - 4 * rho**3 / 3) < 1e-8
sphere_time_cos = chord_time(1 - 1e-12, "cosine")
sphere_time_uni = chord_time(1 - 1e-12, "uniform")
sphere_rate_ratio = sphere_time_cos / sphere_time_uni
assert abs(sphere_rate_ratio - 4 / 3) < 1e-5

# ---- trench: strip-to-strip balance from viewing angles ----
# faces: 0 left wall, 1 right wall, 2 floor, 3 mouth (always cosine source)
def make_kernel(law, n_wall, n_floor):
    faces = [((0, 0), (0, 1), (1, 0), aspect, n_wall),
             ((1, 0), (0, 1), (-1, 0), aspect, n_wall),
             ((0, aspect), (1, 0), (0, -1), 1.0, n_floor),
             ((0, 0), (1, 0), (0, 1), 1.0, n_floor)]
    first, last, tang, norm, label = [], [], [], [], []
    for k, (origin, t, n, size, count) in enumerate(faces):
        edge = size * (1 - np.cos(np.pi * np.arange(count + 1) / count)) / 2
        points = np.array(origin, float) + edge[:, None] * np.array(t, float)
        first.append(points[:-1])
        last.append(points[1:])
        tang.append(np.tile(np.array(t, float), (count, 1)))
        norm.append(np.tile(np.array(n, float), (count, 1)))
        label.append(np.full(count, k))
    first, last = np.vstack(first), np.vstack(last)
    tang, norm = np.vstack(tang), np.vstack(norm)
    label = np.concatenate(label)
    length = np.linalg.norm(last - first, axis=1)
    nodes, weights = np.polynomial.legendre.leggauss(8)
    kernel = np.zeros((label.size, label.size))
    use_cos = (label == 3) | (law == "cosine")
    for g, wt in zip((nodes + 1) / 2, weights / 2):
        source = first + g * (last - first)
        angles = []
        for end in (first, last):
            along = tang @ end.T - (tang * source).sum(1)[:, None]
            away = norm @ end.T - (norm * source).sum(1)[:, None]
            angles.append(np.arctan2(along, np.maximum(away, 0.0)))
        cosine = 0.5 * np.abs(np.sin(angles[1]) - np.sin(angles[0]))
        uniform = np.abs(angles[1] - angles[0]) / np.pi
        kernel += wt * np.where(use_cos[:, None], cosine, uniform)
    kernel[label[:, None] == label[None, :]] = 0.0
    assert np.max(np.abs(kernel.sum(axis=1) - 1)) < 1e-9
    return kernel, length, label

def balance(system, loss):
    kernel, length, label = system
    wall, mouth = label < 3, label == 3
    direct = length[mouth] @ kernel[np.ix_(mouth, wall)]
    inner = kernel[np.ix_(wall, wall)]
    hits = np.linalg.solve(np.eye(wall.sum()) - (1 - loss) * inner.T, direct)
    floor = hits[label[wall] == 2].sum()
    side = hits[label[wall] < 2].sum() / (2 * aspect)
    return floor, side, hits / length[wall]

laws = ("cosine", "uniform")
fine = {law: make_kernel(law, 240, 80) for law in laws}
coarse = {law: make_kernel(law, 120, 40) for law in laws}
result, mesh_change = {}, 0.0
for law in laws:
    for loss in (0.0, radical_loss):
        result[law, loss] = balance(fine[law], loss)
        rough = balance(coarse[law], loss)
        for k in (0, 1):
            mesh_change = max(mesh_change, abs(result[law, loss][k] - rough[k]))
assert mesh_change < 0.005
equilibrium_error = np.max(np.abs(result["cosine", 0.0][2] - 1))
assert equilibrium_error < 1e-5
assert result["uniform", 0.0][1] < 0.8

# exchange between floor and side walls when every surface has unit flux
exchange = {}
for law in laws:
    kernel, length, label = fine[law]
    traffic = length[:, None] * kernel
    down = traffic[np.ix_(label < 2, label == 2)].sum()
    up = traffic[np.ix_(label == 2, label < 2)].sum()
    exchange[law] = (down, up)
assert abs(exchange["cosine"][0] - exchange["cosine"][1]) < 1e-6
down_formula = 2 / np.pi * (aspect * np.arctan(1 / aspect)
                            + 0.5 * np.log(1 + aspect**2))
assert abs(exchange["uniform"][0] - down_formula) < 1e-5
assert exchange["uniform"][0] / exchange["uniform"][1] > 1.5

# ---- independent trajectories with three-dimensional directions ----
def emit(count, law):
    u = 1.0 - rng.random(count)
    c = np.sqrt(u) if law == "cosine" else u
    return c, np.sqrt(1 - c * c) * np.cos(2 * np.pi * rng.random(count))

def trajectories(law, loss, specular=0.0, count=200_000):
    x, y = rng.random(count), np.zeros(count)
    uy, ux = emit(count, "cosine")
    ids = np.arange(count)
    side, floor, path = np.zeros(count), np.zeros(count), np.zeros(count)
    cos_sum = along_sum = plane_sum = 0.0
    while ids.size:
        tx = np.where(ux > 0, 1 - x, x) / np.maximum(np.abs(ux), 1e-300)
        ty = np.where(uy > 0, aspect - y, y) / np.maximum(np.abs(uy), 1e-300)
        step = np.minimum(tx, ty)
        at_side = tx < ty
        at_floor = ~at_side & (uy > 0)
        path[ids] += step
        side[ids] += at_side
        floor[ids] += at_floor
        # floor arrivals: full cosine, squared component along the trench,
        # and cosine of the direction projected on the cross-section
        fx, fy = ux[at_floor], uy[at_floor]
        in_plane2 = fx**2 + fy**2
        cos_sum += fy.sum()
        along_sum += (1 - in_plane2).sum()
        plane_sum += (fy / np.sqrt(in_plane2)).sum()
        x = np.where(at_side, (ux > 0) * 1.0, np.clip(x + ux * step, 0, 1))
        y = np.where(at_side, np.clip(y + uy * step, 0, aspect), aspect)
        keep = (at_side | at_floor) & (rng.random(ids.size) >= loss)
        ids, x, y, ux, uy = ids[keep], x[keep], y[keep], ux[keep], uy[keep]
        at_side = at_side[keep]
        c, t = emit(ids.size, law)
        new_x = np.where(at_side, np.where(x > 0.5, -c, c), t)
        new_y = np.where(at_side, t, -c)
        if specular > 0:
            mirror = rng.random(ids.size) < specular
            new_x = np.where(mirror, np.where(at_side, -ux, ux), new_x)
            new_y = np.where(mirror, np.where(at_side, uy, -uy), new_y)
        ux, uy = new_x, new_y
    root, arrivals = np.sqrt(count), floor.sum()
    return dict(floor=floor.mean(), floor_se=floor.std() / root,
                side=side.mean() / (2 * aspect),
                side_se=side.std() / root / (2 * aspect),
                path=path.mean(), cos=cos_sum / arrivals,
                along=along_sum / arrivals, plane=plane_sum / arrivals)

flown = {}
for law in laws:
    for loss in (0.0, radical_loss):
        run = flown[law, loss] = trajectories(law, loss)
        for k, name in enumerate(("floor", "side")):
            gap = abs(run[name] - result[law, loss][k])
            # five standard errors plus an allowance for the strip mesh
            assert gap < 5 * run[name + "_se"] + 0.003, (law, loss, name, gap)
assert abs(flown["cosine", 0.0]["path"] / (4 * aspect) - 1) < 0.03

# arrival directions at the floor without loss
eq_cos, eq_uni = flown["cosine", 0.0], flown["uniform", 0.0]
assert abs(eq_cos["cos"] - 2 / 3) < 0.01
assert abs(eq_cos["along"] - 1 / 4) < 0.005
assert abs(eq_cos["plane"] - np.pi / 4) < 0.005
# atoms direct from the mouth carry 1/4, atoms emitted by walls carry 1/3
direct_flux = np.sqrt(1 + aspect**2) - aspect
direct_share = direct_flux / result["uniform", 0.0][0]
along_predicted = direct_share / 4 + (1 - direct_share) / 3
assert abs(eq_uni["along"] - along_predicted) < 0.005
assert eq_uni["along"] - 1 / 4 > 0.05
assert eq_uni["plane"] - np.pi / 4 > 0.01

mixed_eq = trajectories("cosine", 0.0, specular_part)
assert abs(mixed_eq["floor"] - 1) < 5 * mixed_eq["floor_se"]
assert abs(mixed_eq["side"] - 1) < 5 * mixed_eq["side_se"]
mixed_rad = trajectories("cosine", radical_loss, specular_part)

# ---- loss probability wrongly inferred with the uniform law ----
target = result["cosine", radical_loss][0]
false_loss = brentq(lambda g: balance(coarse["uniform"], g)[0] - target,
                    0.0, 1.0, xtol=1e-6)
check_floor = balance(fine["uniform"], false_loss)[0]
assert abs(check_floor - target) < 0.005
double_loss_floor = balance(fine["cosine"], 2 * radical_loss)[0]

# ---- helium numbers and neglected effects ----
kt = sc.k * temperature
kt_ev = kt / sc.e
mass = sc.physical_constants["alpha particle mass"][0] + 2 * sc.m_e
density = pressure_mtorr * 1e-3 * sc.torr / kt
wall_flux = density * np.sqrt(kt / (2 * np.pi * mass))
free_path_nm = 1e9 / (np.sqrt(2) * np.pi * (helium_diameter_nm * 1e-9)**2
                      * density)
wavelength_nm = 1e9 * sc.h / np.sqrt(2 * np.pi * mass * kt)
degeneracy = density * (wavelength_nm * 1e-9)**3
path_nm = flown["cosine", 0.0]["path"] * width_nm
surface_nm = hop_length_nm * np.exp((adsorption_ev - hop_barrier_ev)
                                   / (2 * kt_ev))
assert path_nm / free_path_nm < 0.01 and wavelength_nm / width_nm < 0.01

# ---- printed numbers ----
print(f"trench width, depth: {width_nm:.0f}, {depth_nm:.0f} nm")
print(f"aspect ratio: {aspect:.1f}")
print(f"helium pressure: {pressure_mtorr:.0f} mTorr")
print(f"temperature: {temperature:.0f} K; kT = {kt_ev:.5f} eV")
print(f"radical loss probability per hit: {radical_loss:.3f}")
print(f"helium density: {density * 1e-6:.3e} cm^-3")
print(f"helium wall flux: {wall_flux * 1e-4:.3e} cm^-2 s^-1")
print(f"counted arrivals: {cos_hit.size}")
print(f"counted flux / (n sqrt(kT/m)): {flux_count:.4f}")
print(f"mean cosine of arriving atoms: {mean_cos_hit:.4f}")
print(f"mean energy of arriving atoms: {energy_hit:.4f} kT")
print(f"the same mean energy: {energy_hit * kt_ev:.4f} eV")
print(f"fraction arriving with cosine < 0.5: {np.mean(cos_hit < .5):.4f}")
print(f"sphere mean flight, cosine: {sphere_time_cos:.5f} R")
print(f"sphere mean flight, uniform: {sphere_time_uni:.5f} R")
print(f"sphere hit-rate ratio uniform/cosine: {sphere_rate_ratio:.5f}")
for x in (0.0, 0.5, 0.9, 0.99):
    print(f"sphere n v/J, uniform law, r/R={x:.2f}: {density_uniform(x):.4f}")
for law in laws:
    a, b = exchange[law]
    print(f"{law}: walls->floor {a:.4f}, floor->walls {b:.4f} (flux x width)")
for law in laws:
    for loss in (0.0, radical_loss):
        a, b, _ = result[law, loss]
        r = flown[law, loss]
        print(f"{law}, loss {loss:.2f}: floor {a:.4f}, side mean {b:.4f}")
        print(f"  trajectories: floor {r['floor']:.4f}+-{r['floor_se']:.4f},"
              f" side {r['side']:.4f}+-{r['side_se']:.4f}")
for law in laws:
    r = flown[law, 0.0]
    print(f"{law}, no loss: mean cosine at floor {r['cos']:.4f}")
    print(f"  mean square component along trench {r['along']:.4f}")
    print(f"  mean in-plane cosine {r['plane']:.4f}")
    print(f"  mean density/open gas {r['path']/4/aspect:.3f}")
print(f"predicted along-trench square, uniform: {along_predicted:.4f}")
print(f"largest cosine equilibrium flux error: {equilibrium_error:.1e}")
print(f"largest mean-flux change on mesh refinement: {mesh_change:.1e}")
ratio = result["uniform", radical_loss][0] / target
print(f"radical floor flux ratio uniform/cosine: {ratio:.3f}")
print(f"loss inferred with uniform law: {false_loss:.4f}")
print(f"helium diameter (rough input): {helium_diameter_nm:.2f} nm")
print(f"helium mean free path: {free_path_nm:.2e} nm")
print(f"mean path per entering helium atom: {path_nm:.0f} nm")
print(f"path / mean free path: {path_nm / free_path_nm:.1e}")
print(f"helium thermal wavelength: {wavelength_nm:.4f} nm")
print(f"helium degeneracy n lambda^3: {degeneracy:.1e}")
print(f"specular fraction tried: {specular_part:.2f}")
print(f"  no loss: floor {mixed_eq['floor']:.4f}+-{mixed_eq['floor_se']:.4f}")
print(f"  radical: floor {mixed_rad['floor']:.4f}"
      f"+-{mixed_rad['floor_se']:.4f}")
print(f"radical floor flux, cosine, doubled loss: {double_loss_floor:.4f}")
print(f"adsorption, hop barrier: {adsorption_ev:.2f}, {hop_barrier_ev:.2f} eV")
print(f"hop length: {hop_length_nm:.2f} nm; surface range {surface_nm:.2f} nm")
print("finished without a failed check")
```

Running it gives:

```
trench width, depth: 50, 500 nm
aspect ratio: 10.0
helium pressure: 20 mTorr
temperature: 350 K; kT = 0.03016 eV
radical loss probability per hit: 0.050
helium density: 5.518e+14 cm^-3
helium wall flux: 1.877e+19 cm^-2 s^-1
counted arrivals: 149336
counted flux / (n sqrt(kT/m)): 0.3982
mean cosine of arriving atoms: 0.6656
mean energy of arriving atoms: 1.9963 kT
the same mean energy: 0.0602 eV
fraction arriving with cosine < 0.5: 0.2529
sphere mean flight, cosine: 1.33333 R
sphere mean flight, uniform: 1.00000 R
sphere hit-rate ratio uniform/cosine: 1.33333
sphere n v/J, uniform law, r/R=0.00: 2.0000
sphere n v/J, uniform law, r/R=0.50: 2.1972
sphere n v/J, uniform law, r/R=0.90: 3.2716
sphere n v/J, uniform law, r/R=0.99: 5.3468
cosine: walls->floor 0.9501, floor->walls 0.9501 (flux x width)
uniform: walls->floor 2.1035, floor->walls 0.9682 (flux x width)
cosine, loss 0.00: floor 1.0000, side mean 1.0000
  trajectories: floor 1.0015+-0.0056, side 1.0068+-0.0036
cosine, loss 0.05: floor 0.2905, side mean 0.3853
  trajectories: floor 0.2888+-0.0021, side 0.3845+-0.0011
uniform, loss 0.00: floor 1.1662, side mean 0.4180
  trajectories: floor 1.1673+-0.0057, side 0.4183+-0.0013
uniform, loss 0.05: floor 0.6096, side mean 0.2586
  trajectories: floor 0.6084+-0.0032, side 0.2588+-0.0007
cosine, no loss: mean cosine at floor 0.6670
  mean square component along trench 0.2496
  mean in-plane cosine 0.7856
  mean density/open gas 1.006
uniform, no loss: mean cosine at floor 0.6755
  mean square component along trench 0.3294
  mean in-plane cosine 0.8563
  mean density/open gas 0.740
predicted along-trench square, uniform: 0.3298
largest cosine equilibrium flux error: 4.6e-10
largest mean-flux change on mesh refinement: 1.0e-04
radical floor flux ratio uniform/cosine: 2.099
loss inferred with uniform law: 0.1503
helium diameter (rough input): 0.22 nm
helium mean free path: 8.43e+06 nm
mean path per entering helium atom: 2012 nm
path / mean free path: 2.4e-04
helium thermal wavelength: 0.0466 nm
helium degeneracy n lambda^3: 5.6e-11
specular fraction tried: 0.20
  no loss: floor 0.9974+-0.0050
  radical: floor 0.3396+-0.0021
radical floor flux, cosine, doubled loss: 0.1688
adsorption, hop barrier: 0.30, 0.15 eV
hop length: 0.30 nm; surface range 3.61 nm
finished without a failed check
```
